# Kuramoto-Sivashinsky equation for meandering steps with desorption: two derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: multiple-scale expansion of the diffusion field

### Result

Consider a train of equally spaced atomic steps on a growing surface. All steps meander in phase, adatoms join a step from its lower terrace, and some adatoms desorb before they reach a step. Let $z=\zeta(x,t)$ be the front of one step, with lengths measured in units of the desorption length $x_s$, and let $\ell$ be the terrace width in these units. With the abbreviations

$$T=\tanh\ell,\qquad S=\frac{1}{\cosh\ell},\qquad T^2+S^2=1,$$

the straight train becomes unstable when the capillary parameter $\beta$, defined below, falls under $\beta_c=T/2$. Put $\epsilon=T/2-\beta>0$ and

$$\zeta=Tt+\epsilon H(X,s),\qquad X=\sqrt{\epsilon}\,x,\qquad s=\epsilon^2t .$$

As $\epsilon\to0$ at fixed $\ell>0$, the leading-order dynamics is the Kuramoto-Sivashinsky equation

$$H_s=-T\,H_{XX}-K\,H_{XXXX}+\frac{\lambda}{2}H_X^2, \tag{1}$$

$$K=\frac{3T^2+\ell^2S^2}{8},\qquad \lambda=T-\ell S^2. \tag{2}$$

Subscripts denote derivatives. For an isolated step, $\ell\to\infty$, the coefficients are $T=1$, $K=3/8$ and $\lambda=1$.

### Model and units

The steps advance towards $+z$, and the lower terrace of a step lies ahead of it. Let $c$ be the number of adatoms per area, $D$ their diffusion constant, $\tau$ their lifetime before desorption, $F$ the deposition flux and $\Omega$ the area per atom. In the quasi-static approximation the adatom field follows the step shape at once:

$$D\nabla^2c-\frac{c}{\tau}+F=0 .$$

At the front of the terrace's own step, attachment is taken to be so fast that $c$ has its local equilibrium value $c_{eq}(1+\Gamma\tilde\kappa)$. Here $\tilde\kappa$ is the step curvature, positive where the step bulges into the lower terrace, and $\Gamma$ is a capillary length proportional to the step stiffness, which is assumed isotropic. At the far side of the terrace lies the next step down. Adatoms cannot cross or join it from above, so the normal gradient of $c$ vanishes there. This is the one-sided model. Diffusion along the step edge, elastic interactions and noise are left out. With the normal $\mathbf n$ pointing into the lower terrace, the normal speed of the step is $v_n=\Omega D\,\partial_nc$.

Far from all steps $c$ would be $F\tau$. Define

$$x_s=\sqrt{D\tau},\qquad \Delta=F\tau-c_{eq}>0,\qquad w=\frac{F\tau-c}{\Delta}.$$

Inserting $c=F\tau-\Delta w$ gives $-D\Delta\nabla^2w+\Delta w/\tau=0$, so in units of $x_s$

$$w_{xx}+w_{zz}=w. \tag{3}$$

The equilibrium condition becomes $w=(F\tau-c_{eq}-c_{eq}\Gamma\tilde\kappa)/\Delta$. With $\kappa=x_s\tilde\kappa$ this is

$$w=1-\beta\kappa\ \text{ at } z=\zeta,\qquad \beta=\frac{c_{eq}\Gamma}{\Delta\,x_s},\qquad \kappa=-\frac{\zeta_{xx}}{(1+\zeta_x^2)^{3/2}}. \tag{4}$$

Speeds are measured in $V_0=\Omega D\Delta/x_s$ and times in $x_s/V_0$, so that $v_n=-\partial_nw$. The unit normal is $(-\zeta_x,1)/\sqrt{1+\zeta_x^2}$, and $v_n=\zeta_t/\sqrt{1+\zeta_x^2}$. The square roots cancel:

$$\zeta_t=-(w_z-\zeta_xw_x)\ \text{ at } z=\zeta. \tag{5}$$

The next step has the same profile, shifted by $\ell$, and the absence of flux there reads

$$w_z-\zeta_xw_x=0\ \text{ at } z=\zeta+\ell. \tag{6}$$

The quasi-static approximation drops two effects. The motion of the step sweeps up a flux $v_nc$, whose ratio to the diffusive flux $D\partial_nc$ is $\Omega c$, because $v_n=\Omega D\partial_nc$. The field must also adjust to the moving step; over distances of order $x_s$ this is a relative correction of order $V_0x_s/D=\Omega\Delta$. Both must be small compared with one, and also small compared with $\epsilon$, since they can shift the threshold.

### Choice of scales

For a straight train, (3), (4) and (6) give

$$w_0(y)=\frac{\cosh(\ell-y)}{\cosh\ell},\qquad w_0(0)=1,\quad w_0'(0)=-T,\quad w_0(\ell)=S,\quad w_0'(\ell)=0, \tag{7}$$

where $y$ is the distance from the front. The speed is $-w_0'(0)=T$.

At the onset of a long-wave instability, the coefficient of the destabilizing $\zeta_{xx}$ term passes through zero, so it is proportional to $\epsilon$. Balancing $\epsilon\zeta_{xx}$ against $\zeta_{xxxx}$ requires $\partial_x^2\sim\epsilon$, and both then act at a rate of order $\epsilon^2$. Let the meander have height $\epsilon^a$. The slope-squared term has size $\epsilon^{2a+1}$ and the linear terms have size $\epsilon^{a+2}$. They balance when $a=1$. This is the origin of the scales in the ansatz. The expansion below confirms them, since it closes with all three terms at the same order.

### The problem in a frame attached to the step

Use $y=z-\zeta(x,t)$ and write $w=W(X,y)$, with the dependence on $s$ understood. Since $\zeta_x=\epsilon^{3/2}H_X$, the derivatives are

$$\partial_z=\partial_y,\qquad \partial_x\big|_z=\sqrt\epsilon\,\bigl(\partial_X-\epsilon H_X\partial_y\bigr).$$

Applying the second operator twice gives

$$w_{xx}=\epsilon W_{XX}-\epsilon^2\bigl(H_{XX}W_y+2H_XW_{Xy}\bigr)+\epsilon^3H_X^2W_{yy}.$$

Equation (3) therefore becomes

$$W_{yy}-W=-\epsilon W_{XX}+\epsilon^2\bigl(H_{XX}W_y+2H_XW_{Xy}\bigr)-\epsilon^3H_X^2W_{yy}. \tag{8}$$

The combination in (5) and (6) is

$$w_z-\zeta_xw_x=(1+\epsilon^3H_X^2)W_y-\epsilon^2H_XW_X. \tag{9}$$

From $\zeta_{xx}=\epsilon^2H_{XX}$ and $\zeta_x^2=O(\epsilon^3)$, the curvature is $\kappa=-\epsilon^2H_{XX}+O(\epsilon^5)$. Write $\beta=\beta_c-\epsilon$, leaving $\beta_c$ to be found. The front condition is then

$$W(X,0)=1+\epsilon^2\beta_cH_{XX}-\epsilon^3H_{XX}+O(\epsilon^5). \tag{10}$$

Insert $W=w_0+\epsilon W_1+\epsilon^2W_2+\epsilon^3W_3+\dots$ and let primes denote $y$-derivatives.

**Order $\epsilon$.** Since $w_0$ does not depend on $X$, $W_1''-W_1=0$, with $W_1(0)=0$ and $W_1'(\ell)=0$. The first condition leaves a multiple of $\sinh y$, and the second sets it to zero. Hence $W_1=0$.

**Order $\epsilon^2$.** With $W_1=0$ and $\partial_Xw_0=0$,

$$W_2''-W_2=H_{XX}w_0',\qquad W_2(0)=\beta_cH_{XX},\qquad W_2'(\ell)=0. \tag{11}$$

**Order $\epsilon^3$.** The terms containing $W_1$ drop out, and $w_0''=w_0$. In (9) at $y=\ell$, the term $H_X^2w_0'(\ell)$ also vanishes. Therefore

$$W_3''-W_3=-\partial_X^2W_2-H_X^2w_0,\qquad W_3(0)=-H_{XX},\qquad W_3'(\ell)=0. \tag{12}$$

The left side of (5) is $\zeta_t=T+\epsilon^3H_s$. Comparing it with (9) at $y=0$ gives

$$\epsilon^2:\quad 0=-W_2'(0),\qquad\qquad \epsilon^3:\quad H_s=-W_3'(0)+T H_X^2. \tag{13}$$

The last term comes from $-H_X^2w_0'(0)$.

### Fluxes from Green's identity

Suppose $u''-u=f$ and $u'(\ell)=0$. Multiply by $w_0$, integrate, and use $w_0''=w_0$:

$$\int_0^\ell w_0f\,dy=\bigl[w_0u'-w_0'u\bigr]_0^\ell=-u'(0)-Tu(0).$$

The upper limit contributes nothing because $u'(\ell)=w_0'(\ell)=0$. Hence

$$-u'(0)=\int_0^\ell w_0f\,dy+T\,u(0). \tag{14}$$

For $W_2$ the integral is $\int w_0w_0'\,dy=(S^2-1)/2=-T^2/2$. The condition at order $\epsilon^2$ is

$$0=\Bigl(-\frac{T^2}{2}+T\beta_c\Bigr)H_{XX}\quad\Longrightarrow\quad\beta_c=\frac T2 .$$

The two terms have a direct meaning. At a crest $H_{XX}<0$, so the first one increases the flux to the step: the terrace fans out in front of a crest, so each piece of the edge there collects adatoms from a larger area. The second one decreases it, because a convex edge has a higher equilibrium concentration. At onset they cancel.

### The coefficient $K$

Write $W_2=H_{XX}\chi(y)$, so that $\chi''-\chi=w_0'$, $\chi(0)=T/2$ and $\chi'(\ell)=0$. A particular solution is $yw_0/2$, since its second derivative is $w_0'+yw_0/2$. Adding $Tw_0/2$ satisfies the condition at $y=0$, and a term $B\sinh y$ remains free. At $y=\ell$ the derivative is $S/2+B/S$, so $B=-S^2/2$ and

$$\chi=\frac{(y+T)w_0}{2}-\frac{S^2}{2}\sinh y. \tag{15}$$

As a check, $\chi'(0)=(1-T^2-S^2)/2=0$, as (13) demands. Three integrals are needed. The first is

$$I_0=\int_0^\ell w_0^2\,dy=S^2\Bigl(\frac\ell2+\frac{\sinh2\ell}{4}\Bigr)=\frac{\ell S^2+T}{2}.$$

For the second, put $u=\ell-y$ and $\cosh^2u=(1+\cosh2u)/2$. Integration by parts gives $\int_0^\ell(\ell-u)\cosh2u\,du=(\cosh2\ell-1)/4=\tfrac12\sinh^2\ell$, so

$$I_1=\int_0^\ell yw_0^2\,dy=\frac{S^2}{2}\Bigl(\frac{\ell^2}{2}+\frac{\sinh^2\ell}{2}\Bigr)=\frac{\ell^2S^2+T^2}{4}.$$

For the third, $2\cosh(\ell-y)\sinh y=\sinh\ell+\sinh(2y-\ell)$, and the last term integrates to zero by antisymmetry about $y=\ell/2$:

$$I_2=\int_0^\ell w_0\sinh y\,dy=\frac{\ell T}{2}.$$

Together,

$$\int_0^\ell w_0\chi\,dy=\frac{I_1}{2}+\frac{TI_0}{2}-\frac{S^2I_2}{2}
=\frac{\ell^2S^2+T^2}{8}+\frac{\ell TS^2+T^2}{4}-\frac{\ell TS^2}{4}=\frac{3T^2+\ell^2S^2}{8}=K .$$

### The amplitude equation

Apply (14) to $W_3$, with the source and boundary value in (12):

$$-W_3'(0)=-K H_{XXXX}-I_0H_X^2-T H_{XX}.$$

Insertion in (13) gives

$$H_s=-T H_{XX}-K H_{XXXX}+(T-I_0)H_X^2 ,$$

and $T-I_0=(T-\ell S^2)/2=\lambda/2$. This is (1).

### Immediate consequences

A small ripple $e^{iQX}$ grows at the rate $TQ^2-KQ^4$. Setting the derivative with respect to $Q^2$ to zero gives the fastest mode, $Q_m^2=T/(2K)$, with rate $T^2/(4K)$. In the variables $x$ and $t$,

$$q_m=\sqrt{\epsilon}\,Q_m,\qquad \sigma_m=\frac{T^2\epsilon^2}{4K}. \tag{16}$$

The coefficients can be scaled away. With $X=\sqrt{K/T}\,\xi$, $s=(K/T^2)\theta$ and $H=(T/\lambda)h$, every term acquires the factor $T^3/(\lambda K)$, and

$$h_\theta=-h_{\xi\xi}-h_{\xi\xi\xi\xi}+\tfrac12h_\xi^2 .$$

This requires $\lambda\neq0$. Indeed $\lambda=S^2(\sinh\ell\cosh\ell-\ell)>0$ for every $\ell>0$. If $\lambda$ were zero, (1) would be linear and nothing at this order would halt the growth.

## Second derivation: dispersion, tilt and symmetry

### Symbols and results taken over

Lengths are in units of the desorption length $x_s$, speeds in $V_0=\Omega D\Delta/x_s$, and times in $x_s/V_0$. The terrace width is $\ell$, with $T=\tanh\ell$ and $S=1/\cosh\ell$. The field $w$ obeys $\nabla^2w=w$, with $w=1-\beta\kappa$ at the growing step and no normal gradient at the next step down. The speed along $z$ is $\zeta_t=-(w_z-\zeta_xw_x)$. The straight train has $w_0=\cosh(\ell-z)/\cosh\ell$ and speed $T$. The result to be recovered is (1) with the coefficients (2), where $\epsilon=T/2-\beta$.

### Which terms can appear

In the quasi-static model $\zeta_t$ is determined by the instantaneous profile. Assume that for a slowly varying profile it can be expanded in products of derivatives of $\zeta$. Consider a term with $m$ factors of $\zeta$ and $n$ derivatives in all. With heights of order $\epsilon$ and $\partial_x\sim\sqrt\epsilon$, its size is $\epsilon^{m+n/2}$, apart from its coefficient.

Shifting the whole train along $z$ changes nothing, so each factor carries at least one derivative and $n\geq m$. Reflection $x\to-x$ also changes nothing, so $n$ is even. The possibilities are:

- $m=1$: $\zeta_{xx}$ has size $\epsilon^2$, $\zeta_{xxxx}$ has size $\epsilon^3$, and the next term has size $\epsilon^4$.
- $m=2$: $\zeta_x^2$ has size $\epsilon^3$, and terms with four derivatives have size $\epsilon^4$.
- $m=3$: at least four derivatives are needed, so the size is at most $\epsilon^5$.

For $m\geq4$ the size is at most $\epsilon^6$. The coefficient of $\zeta_{xx}$ vanishes at onset and supplies another factor $\epsilon$. Up to order $\epsilon^3$ there remain three terms, whose coefficients follow from two simple problems: a small ripple and a tilted straight train.

The multiple-scale expansion has given (1) with the coefficients (2), and for the second derivation symmetry and scaling have left only the terms $\zeta_{xx}$, $\zeta_{xxxx}$ and $\zeta_x^2$ up to order $\epsilon^3$. It remains to find their coefficients from a small ripple and a tilted straight train, to compare the two derivations, and to work through an example.
